\section*{Pseudized ionic charge in the Kresse–Joubert PAW electrostatic energy, part 2}

A uniform grid or a moderate set of plane waves cannot resolve nuclei and core electrons. They are therefore replaced by a soft charge in the part of the calculation that extends over all space, and terms near each atom recover the energy of the original charges. This was derived for a finite system; the crystal follows here.

Hartree atomic units are used. Electron densities are positive and nuclear densities negative. For two densities,
\begin{equation}
(f|g)=\iint\frac{f(\mathbf r)g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\qquad
v_H[f](\mathbf r)=\int\frac{f(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'.
\end{equation}

Atom $a$ at $\mathbf R_a$ has nuclear charge number $Z_a$; $Z_a^{\rm ion}$ is $Z_a$ minus the number of core electrons. The spheres $\Omega_a$ do not overlap, and $\mathbf s=\mathbf r-\mathbf R_a$. The spherical density $\tilde n_{Zc}^a$ vanishes outside $\Omega_a$. The smooth valence density $\tilde n$ is defined everywhere; $\tilde n_a^1$ is its partial-wave form in $\Omega_a$. The compensation density $\hat n_a$, confined to $\Omega_a$, gives the smooth valence charge the multipole moments of the true one. Sums over atoms are $\hat n$ and $\tilde n_{Zc}$. The complete charges are
\begin{equation}
\begin{aligned}
\tilde n_T&=\tilde n+\hat n+\tilde n_{Zc},\\
n_{T,a}^1&=n_a^1+n_{Zc}^a,\\
\tilde n_{T,a}^1&=\tilde n_a^1+\hat n_a+\tilde n_{Zc}^a,
\qquad \Delta_a=n_{T,a}^1-\tilde n_{T,a}^1.
\end{aligned}
\end{equation}

With $w_a=v_H[\Delta_a]$ and the self-energy of each point nucleus removed, the finite-system results are
\begin{equation}
E_{\rm PAW}=\tfrac12(\tilde n_T|\tilde n_T)
+\sum_a\left[\tfrac12(n_{T,a}^1|n_{T,a}^1)_a
-\tfrac12(\tilde n_{T,a}^1|\tilde n_{T,a}^1)_a\right],
\label{eq:three}
\end{equation}
and, for an incomplete partial-wave expansion,
\begin{equation}
E_{\rm exact}-E_{\rm PAW}
=\sum_a\int_{\Omega_a}w_a(\tilde n-\tilde n_a^1)\,d^3r.
\label{eq:error}
\end{equation}

The last three lines of the printed output belong to an earlier check: they are potentials on the symmetry axis, 5.1962 bohr from the centre, of densities $\rho$ with unit moments $\int\rho s^lP_l\,d^3s$.

\section{The crystal, the local potential and the Ewald energy}

The symbols carried over are these. The smooth valence charge, including compensation, is $N=\tilde n+\hat n$; its counterpart in sphere $\Omega_a$ is $N_a^1=\tilde n_a^1+\hat n_a$, while $n_a^1$ is the true valence density there. Nucleus plus core, $n_{Zc}^a$, and its smooth replacement, $\tilde n_{Zc}^a$, both have charge $-Z_a^{\rm ion}$. The difference $\Delta_a$ between the complete true and smooth charges in a sphere has a potential $w_a$ that vanishes outside it. For $\tilde n=\tilde n_a^1$ inside the spheres, the energy is the smooth total energy plus true minus smooth sphere energies. A subscript $a$ on a Coulomb integral restricts both charges to that sphere.

The smooth ion acts on the valence charge through
\begin{equation}
v_{\rm loc}^a=v_H[\tilde n_{Zc}^a],\qquad
\tilde n_{Zc}^a=-\frac1{4\pi}\nabla^2v_{\rm loc}^a.
\end{equation}
The second relation is Poisson's equation in the present sign convention. Outside the sphere $v_{\rm loc}^a=-Z_a^{\rm ion}/s$. Conversely, a smooth spherical potential that joins this outer form with continuous value and slope (a kink would put a shell of charge on the boundary) defines an admissible $\tilde n_{Zc}^a$: Gauss's theorem gives its charge as $-(4\pi)^{-1}(4\pi s^2)(Z_a^{\rm ion}/s^2)=-Z_a^{\rm ion}$. The choice of a local ionic potential and the choice of a pseudized ionic charge are thus the same choice.

Consider a periodic cell of volume $V$ containing $N_v$ valence electrons, with $\sum_aZ_a^{\rm ion}=N_v$. Define $f(\mathbf G)=\int_{\rm cell}f e^{-i\mathbf G\cdot\mathbf r}d^3r$ and
\begin{equation}
(f|g)'=\frac{4\pi}{V}\sum_{\mathbf G\ne0}
\frac{f^*(\mathbf G)g(\mathbf G)}{G^2}.
\end{equation}
The prime means that each charge is accompanied by a uniform neutralizing background and that its potential has zero cell average. For the neutral total charge, the background is absent. An added constant in the potential also has no effect on its energy.

The sphere construction survives in the crystal. The periodic potential of all $\Delta_a$ is the sum of the confined functions $w_a$ minus the cell average of that sum. The subtracted constant multiplies only neutral charges, $\tilde n_T$ or $\Delta_a$, and drops out. In a charged cell it would multiply the net charge and leave an additional term; the formula below is therefore for neutral cells.

The smooth total energy now separates as
\begin{equation}
\tfrac12(\tilde n_T|\tilde n_T)'
=E_H'[N]+(N|\tilde n_{Zc})'+\tfrac12(\tilde n_{Zc}|\tilde n_{Zc})',
\label{eq:smoothcell}
\end{equation}
with $E_H'[N]=\tfrac12(N|N)'$. Although their sum is neutral, $N$ and $\tilde n_{Zc}$ are not neutral separately. Replacing the last term by point ions must keep track of this fact.

Define the short-ranged difference between the spread and point ionic potentials and its integral,
\begin{equation}
u_a=v_{\rm loc}^a+\frac{Z_a^{\rm ion}}s,\qquad
\alpha_a=\int u_a\,d^3s.
\end{equation}
For a shell of charge $dq$ and radius $t$, the potential minus that of a central point is $dq(1/t-1/s)$ inside and zero outside. Its integral is
\begin{equation}
4\pi\,dq\int_0^t s^2\left(\frac1t-\frac1s\right)ds
=4\pi\,dq\left(\frac{t^2}{3}-\frac{t^2}{2}\right)
=-\frac{2\pi}{3}t^2dq.
\end{equation}
Adding the shells gives
\begin{equation}
\alpha_a=-\frac{2\pi}{3}\int \tilde n_{Zc}^a s^2\,d^3s.
\label{eq:alpha}
\end{equation}
For a nonpositive $\tilde n_{Zc}^a$, this is positive: spreading an attractive ion makes its potential less attractive near the centre.

Let $V_{\rm pt}$ be the zero-average potential of the periodic point charges $-Z_a^{\rm ion}$. Near ion $a$, write $V_{\rm pt}=-Z_a^{\rm ion}/s+V_a^{\rm reg}$. The other ions contribute no charge inside $\Omega_a$, but the neutralizing background does, so
\begin{equation}
\nabla^2V_a^{\rm reg}=-\frac{4\pi N_v}{V}.
\end{equation}
Its average over a shell of radius $s$ obeys the radial Poisson equation with this constant source. Regularity at the origin gives
\begin{equation}
\overline{V_a^{\rm reg}}(s)=V_a^{\rm reg}(0)
-\frac{2\pi N_v}{3V}s^2.
\end{equation}
The potential of the spread ions, again with zero average, is $V_{\rm pt}$ plus all functions $u_a$ minus $\sum_b\alpha_b/V$. Since $-Z_a^{\rm ion}/s+u_a=v_{\rm loc}^a$, one finds
\begin{equation}
\begin{aligned}
\tfrac12(\tilde n_{Zc}|\tilde n_{Zc})'
&=\tfrac12\sum_a\int\tilde n_{Zc}^a
\left[V_a^{\rm reg}+v_{\rm loc}^a-\frac1V\sum_b\alpha_b\right]d^3s\\
&=\tfrac12\sum_a\left[-Z_a^{\rm ion}V_a^{\rm reg}(0)
+\frac{N_v}{V}\alpha_a\right]\\
&\quad+\tfrac12\sum_a(\tilde n_{Zc}^a|\tilde n_{Zc}^a)
+\frac{N_v}{2V}\sum_b\alpha_b .
\end{aligned}
\end{equation}
The first $\alpha$ term comes from the quadratic background potential and Eq.~(\ref{eq:alpha}); the second comes from the subtracted average, with $\sum_aZ_a^{\rm ion}=N_v$. Each carries one half, and together they give
\begin{equation}
\tfrac12(\tilde n_{Zc}|\tilde n_{Zc})'
=U+\tfrac12\sum_a(\tilde n_{Zc}^a|\tilde n_{Zc}^a)
+\frac{N_v}{V}\sum_a\alpha_a,
\label{eq:ions}
\end{equation}
where $U=-\tfrac12\sum_aZ_a^{\rm ion}V_a^{\rm reg}(0)$ is the energy of point ions in a uniform background.

The last term belongs with the local electron--ion energy. As $G\to0$, the transform of one spherical pseudo-ion is $-Z_a^{\rm ion}-G^2\int\tilde n_{Zc}^as^2d^3s/6$. Multiplication by $4\pi/(VG^2)$ shows that its potential coefficient is $-4\pi Z_a^{\rm ion}/(VG^2)+\alpha_a/V$, plus terms that vanish with $G$. The divergent part is handled by neutrality; the finite part acts on $N_v$ electrons. Accordingly define
\begin{equation}
E_{\rm loc}=(N|\tilde n_{Zc})'+\frac{N_v}{V}\sum_a\alpha_a.
\end{equation}
Insert Eq.~(\ref{eq:ions}) into Eq.~(\ref{eq:smoothcell}) and add the sphere terms. The pseudo-ion self-energies cancel, leaving
\begin{equation}
\begin{aligned}
E_{\rm es}={}&E_H'[N]+E_{\rm loc}+U+\sum_aE_{\rm core}^a\\
&+\sum_a\big\{E_H^a[n_a^1]+(n_{Zc}^a|n_a^1)_a\\
&\hspace{2.2em}-E_H^a[N_a^1]-(\tilde n_{Zc}^a|N_a^1)_a\big\}.
\end{aligned}
\label{eq:final}
\end{equation}
Here $E_H^a[f]=\tfrac12(f|f)_a$, and $E_{\rm core}^a$ contains core--core repulsion and core--nucleus attraction. Since a frozen core makes $E_{\rm core}^a$ constant, it may be dropped from energy differences between systems with the same atoms.

The shape of $\tilde n_{Zc}^a$ has no effect on this total under the stated conditions. A change of shape at fixed charge changes $v_{\rm loc}^a$ by a function $\delta v_a$ confined to the sphere. The local energy changes by $\sum_a\int_{\Omega_a}\delta v_aN$, and the subtracted sphere term changes by $-\sum_a\int_{\Omega_a}\delta v_aN_a^1$. These cancel when $N=N_a^1$ there. For an incomplete expansion they leave $\sum_a\int_{\Omega_a}\delta v_a(\tilde n-\tilde n_a^1)$, so the energy then depends on the chosen local potential.

To evaluate $U$, compare points with Gaussian ions of standard deviation $\sigma$. The potential of a unit Gaussian is $\operatorname{erf}(r/\sqrt2\sigma)/r$; two such Gaussians at distance $d$ interact as $\operatorname{erf}(d/2\sigma)/d$, because their variances add. The difference from point charges, $\operatorname{erfc}(d/2\sigma)/d$, has transform $4\pi(1-e^{-\sigma^2G^2})/G^2$, whose limit at $G=0$ is $4\pi\sigma^2$. Write its lattice sum as a Fourier series and remove this average. For the interaction of an ion with itself, subtract $1/d$ and use $\operatorname{erf}(d/2\sigma)/d\to1/(\sigma\sqrt\pi)$. With $\eta=1/(2\sigma)$, this yields Ewald's formula,
\begin{equation}
\begin{aligned}
U={}&\frac12\sum_{ab\mathbf L}{}^{\prime}
Z_a^{\rm ion}Z_b^{\rm ion}\frac{\operatorname{erfc}(\eta d)}d
+\frac{2\pi}{V}\sum_{\mathbf G\ne0}
\frac{|S(\mathbf G)|^2}{G^2}e^{-G^2/4\eta^2}\\
&-\frac{\eta}{\sqrt\pi}\sum_a(Z_a^{\rm ion})^2
-\frac{\pi N_v^2}{2\eta^2V}.
\end{aligned}
\label{eq:ewald}
\end{equation}
Here $d=|\mathbf R_a-\mathbf R_b+\mathbf L|$, $\mathbf L$ is a lattice vector, the prime omits $d=0$, and $S=\sum_aZ_a^{\rm ion}e^{-i\mathbf G\cdot\mathbf R_a}$. The parameter $\eta$ divides the work between the sums and does not change $U$. Read in reverse, the formula shows what overlap does to the ion--ion term: for Gaussian pseudo-ions that all have the same width $\sigma$, the right side of Eq.~(\ref{eq:ions}) must be supplemented by minus the first sum in Eq.~(\ref{eq:ewald}), with $\eta=1/(2\sigma)$.

As an example, take a model crystal with atom A at the corner and atom B at the centre of a cubic cell of edge 6 bohr. Atom A has $Z=12$, ten core electrons and one valence electron; B has $Z=8$, two core electrons and seven valence electrons. Thus the ionic charges are 2 and 6, and the sites carry net physical charges $+1$ and $-1$. The nearest distance is 5.1962 bohr, which leaves room for spheres of radius 2.4 bohr. All densities are Gaussians or sums of them; the localized ones have negligible tails at the sphere boundary, while the smooth valence densities extend into neighbouring spheres.

Each pseudo-ion is first a Gaussian of width $\sigma=0.35$ bohr. Equation~(\ref{eq:alpha}) becomes $\alpha=2\pi Z^{\rm ion}\sigma^2$, giving 1.5394 and 4.6181 hartree bohr$^3$. The finite local term is
\begin{equation}
\frac{8(1.5394+4.6181)}{6^3}=0.2281\ \text{hartree}.
\end{equation}
The smooth Hartree energy is 4.3000, the local energy without $G=0$ is $-17.2048$, and $U=-11.0615$ hartree. With the finite local term they add to $-23.7383$ hartree; sums here use the unrounded output.

At A, the ionic sphere terms give $-2.7143+1.3992=-1.3151$ hartree. Its two Hartree terms cancel because the chosen compensation density happens to equal $n_A^1-\tilde n_A^1$. At B,
\begin{equation}
13.6473-63.4038-11.7611+34.0033=-27.5143\ \text{hartree}.
\end{equation}
The quoted Hartree terms contain only spherical parts. Since $\Delta_a$ is spherical in this model, the nonspherical parts of the true and smooth sphere energies are equal and cancel. Adding the core constants, $-337.6833$ and $-77.5852$ hartree, gives $-467.8362$ hartree, or $-12730.47$ eV, per cell.

The reference energy comes from a direct sum over cells with point nuclei and explicit cores. Placing A at the centre of a cell and one eighth of B at each corner makes the cell free of charge, dipole and quadrupole, so the sum converges without Ewald's method. The vanishing dipole matters for the value as well: for a cell with dipole $p$, a sum over growing cubes tends to the energy with $G=0$ omitted plus the surface term $2\pi p^2/(3V)$. Equation~(\ref{eq:final}), evaluated on a radial grid, differs from it by $1.5\times10^{-7}$ hartree; this residue is quadrature error of the sphere integrals and falls below $10^{-8}$ hartree with a more accurate quadrature. A second pseudo-ion shape lowers $E_{\rm loc}$ from $-16.9768$ to $-17.9222$ hartree, yet the total remains $-467.8362$ hartree: the sphere terms absorb the change.

Two deliberate violations show what the conditions protect. Omitting the neighbours' valence tails from $\tilde n_a^1$ and $n_a^1$ makes the exact energy minus the PAW energy $-0.0033$ hartree, in agreement with the integral of $w_a(\tilde n-\tilde n_a^1)$. Separately, widening the pseudo-ions to 1.2 bohr makes them overlap. Their reciprocal-space energy then lies 0.0488 hartree below the right side of Eq.~(\ref{eq:ions}), as the overlap sum predicts. The first error comes from an incomplete description inside the spheres. The second number is the error of Eq.~(\ref{eq:ions}) alone, from ions that no longer interact as points; it is not the error of Eq.~(\ref{eq:final}), which contains the point-ion $U$ directly. There the damage comes from ionic charge leaking out of the spheres, so that $w_a$ no longer vanishes outside. With both charges in the sphere terms restricted to the sphere, Eq.~(\ref{eq:final}) lies about 3.1 hartree below the exact energy at this width, and already 0.016 hartree below it at 0.6 bohr, where Eq.~(\ref{eq:ions}) still holds to $10^{-6}$ hartree.

\section*{Calculated quantities}
\begin{verbatim}
cell edge: 6.0 bohr; sphere radius: 2.4 bohr
nearest A-B distance: 5.1962 bohr
A: Z=12, core=10, Zion=2, valence=1.0 e
A core (charge e, width bohr): [(10.0, 0.2)]
A smooth (charge e, width bohr): [(0.8, 1.6)]
A true-smooth (charge e, width bohr): [(0.2, 0.3)]
A compensation (charge e, width bohr): [(0.2, 0.3)]
A pseudo-ion 1 (charge e, width bohr): [(-2.0, 0.35)]
A alpha, shape 1: 1.539380 hartree bohr^3
B: Z=8, core=2, Zion=6, valence=7.0 e
B core (charge e, width bohr): [(2.0, 0.15)]
B smooth (charge e, width bohr): [(5.5, 1.2)]
B true-smooth (charge e, width bohr): [(2.0, 0.2), (-0.5, 0.35)]
B compensation (charge e, width bohr): [(1.5, 0.3)]
B pseudo-ion 1 (charge e, width bohr): [(-6.0, 0.35)]
B alpha, shape 1: 4.618141 hartree bohr^3
Energies per cell, pseudo-ion shape 1:
smooth Hartree, G=0 omitted: 4.299968 hartree
local ionic, G=0 omitted: -17.204828 hartree
local ionic, G=0 limit: 0.228056 hartree
Ewald point ions: -11.061530 hartree
A true Hartree, spherical: 0.189665 hartree
A true ionic: -2.714266 hartree
A minus smooth Hartree, spherical: -0.189665 hartree
A minus smooth ionic: 1.399194 hartree
A core constant: -337.683341 hartree
B true Hartree, spherical: 13.647262 hartree
B true ionic: -63.403762 hartree
B minus smooth Hartree, spherical: -11.761065 hartree
B minus smooth ionic: 34.003277 hartree
B core constant: -77.585159 hartree
PAW total: -467.836193 hartree = -12730.4713 eV
direct all-electron total: -467.836193 hartree
PAW minus direct: 1.5e-07 hartree
direct sum, 12 minus 6 shells: -4.1e-08 hartree
Pseudo-ion shape 2: charges -1.4 Zion and +0.4 Zion,
widths 0.30 and 0.25 bohr
shape 2 local, G=0 omitted: -18.110243 hartree
shape 2 local, G=0 limit: 0.188030 hartree
shape 2 PAW total: -467.836193 hartree
missing tails, exact minus PAW: -0.003296 hartree
missing tails, predicted: -0.003296 hartree
spread-ion reciprocal energy: 21.405931 hartree
Ewald + self + alpha energy: 21.405931 hartree
overlap error at width 1.2 bohr: -0.048794 hartree
unit l=0 moment, outside potential: 0.192450 hartree/e
unit l=1 moment, outside potential: 0.037037 hartree/e
unit l=2 moment, outside potential: 0.007128 hartree/e
\end{verbatim}
